Surface Green function and midgap end state of a dimerised chain

**Question**

I need the surface Green function of a semi-infinite contact for a device simulation. The contact is a chain with one orbital per site, all on-site energies zero, and alternating hoppings: t1 between sites 1 and 2, t2 between 2 and 3, t1 between 3 and 4, and so on. It ends on its weak bond, so t1 < t2.

I am asked to find g(z) = ⟨1|(z − H)⁻¹|1⟩ and to show that it has a midgap pole whose end-site weight is 1 − (t1/t2)². I can reach a quadratic equation for g, but when I code its solution the pole is missing. With t1 = 0.6 eV and t2 = 1.0 eV, I get Im g = +0.0156 eV⁻¹ at z = 0.01i eV, which does not look like a pole at all. What is wrong, and why should the residue be a probability?

**Answer**

Your quadratic is probably right and your square root is on the wrong branch. The sign of your number already shows a fault. For a Hermitian H, g is a sum of terms |ψ(1)|²/(z − E), and each has a negative imaginary part when Im z > 0.

I take orthonormal orbitals, independent electrons and t1, t2 > 0. With nearest-neighbour hopping alone, a negative hopping can be made positive by changing the signs of some orbitals. The algebra is in atomic units, but each formula keeps its form if all energies are in eV.

**The equation for g**

Let G = (z − H)⁻¹, and let g′ be the end-site Green function of the chain that starts at site 2. The first column of (z − H)G = 1 gives, on site 1,

z G₁₁ − t1 G₂₁ = 1.

On the remaining sites the column is driven by the term t1 G₁₁ on site 2, so

G₂₁ = g′ t1 G₁₁.

Inserting this in the first line gives g = G₁₁ = 1/(z − t1² g′). Removing site 2 in the same way gives g′ = 1/(z − t2² g), because the chain starting at site 3 is identical to the original one. Therefore

g = 1/[z − t1²/(z − t2² g)] = (z − t2² g)/[z(z − t2² g) − t1²].

Multiply by the denominator:

z² g − z t2² g² − t1² g = z − t2² g,

and collect powers of g:

z t2² g² − (z² + t2² − t1²) g + z = 0.

The solutions are

g = [z² + t2² − t1² − R]/(2 z t2²),

R² = (z² + t2² − t1²)² − 4z² t2²,

where the sign of R is still open. The difference of squares factors:

R² = [(z − t2)² − t1²][(z + t2)² − t1²] = (z² − A²)(z² − B²),

A = t1 + t2, B = |t2 − t1|.

For real z = E, R² is negative when B < |E| < A. These are the two bands, and the gap runs from −B to B.

**Choosing the root**

At large |z| the Green function must approach 1/z. Since A² + B² = 2(t1² + t2²), the root that behaves as +z² is

R ≈ z² − t1² − t2².

The numerator of g then tends to 2t2², and g → 1/z as required. The other sign would give g ≈ z/t2², which grows.

Now follow this root down the imaginary axis, z = iy with y > 0. There

R² = (y² + A²)(y² + B²) > 0.

R is real and continuous and never vanishes on this path. At large y it is close to −y², so it is negative all the way down:

R(iy) = −√[(y² + A²)(y² + B²)], R(i0⁺) = −AB = −|t2² − t1²|.

A principal square root of the whole product returns the positive value here. It cancels t2² − t1² in the numerator and removes the pole. A safe form for code is

R = √(z − A) √(z + A) √(z − B) √(z + B),

with four separate principal roots. It has no cut off the real axis and tends to z². At z = i0⁺, the first and third factors each contribute a factor i, so the product is −AB.

At your test point this form gives Im g = −64.0056 eV⁻¹. Solving the linear equations of a long finite chain directly gives the same value.

**The pole**

The same argument on the negative imaginary axis also gives R → −AB, so R is continuous across the gap. For t1 < t2 we have AB = t2² − t1², and near z = 0

R = −√[(A² − z²)(B² − z²)] ≈ −AB + z²(A² + B²)/(2AB).

The numerator of g becomes

z² + AB − R ≈ 2AB − z²(A − B)²/(2AB).

With A − B = 2t1, division by 2zt2² gives

g ≈ w/z − c z,

w = AB/t2² = 1 − (t1/t2)²,

c = t1²/[t2²(t2² − t1²)].

This is a simple pole at midgap with residue w. There is no other pole, because the denominator 2zt2² vanishes at z = 0 alone.

The termination matters. If t1 > t2, then R(0) = −(t1² − t2²), the numerator vanishes at z = 0, and no pole remains. In code, that numerator is then a difference of nearly equal numbers at small |z| and loses accuracy (for t1 = 1.0 eV and t2 = 0.6 eV in double precision, a relative error of about 10⁻⁴ at z = 10⁻⁶ i eV). Multiplying above and below by z² + t2² − t1² + R gives the equivalent form g = 2z/(z² + t2² − t1² + R), which avoids the cancellation for this termination. If t1 = t2 = t, the gap closes and

g = [z − √(z − 2t) √(z + 2t)]/(2t²),

which tends to the finite value −i/t at z = i0⁺.

**Why the residue is a probability**

Insert the complete set of eigenstates of H into the definition of g:

g(z) = Σ_b |ψ_b(1)|²/(z − E_b) + ∫ ρ(E)/(z − E) dE.

The sum runs over normalised bound states, and ρ is the end-site density of states in the bands. For t1 ≠ t2 the bands stay a distance B away from zero, so the integral is regular there. The residue at z = 0 is therefore the end-site probability of the zero-energy state.

You can confirm this without g. On site 1, Hψ = 0 reads t1 ψ(2) = 0. The equations on the other odd sites then make ψ vanish on every even site. The equations on the even sites read

t1 ψ(2m − 1) + t2 ψ(2m + 1) = 0,

so ψ(2m + 1) = (−r)^m ψ(1), with r = t1/t2. Normalisation requires

1 = |ψ(1)|² (1 + r² + r⁴ + …) = |ψ(1)|²/(1 − r²),

which gives |ψ(1)|² = 1 − r² = w. The series converges for r < 1, the same condition that produced the pole.

The rest of the end site's weight lies in the bands. Just above the real axis, R = i sgn(E) √[(A² − E²)(E² − B²)] there, so

ρ(E) = −Im g(E + i0⁺)/π = √[(A² − E²)(E² − B²)]/(2π|E|t2²).

Since g → 1/z, the total weight is 1, and the bands must hold r² when t1 < t2.

**Your numbers**

For t1 = 0.6 eV and t2 = 1.0 eV, r = 0.60. The bands cover 0.40 to 1.60 eV on either side of zero, and the full gap is 0.80 eV (0.0294 hartree). The weight is

w = 1 − 0.36 = 0.64.

Diagonalising a long chain gives 0.640000 for the end-site probability of the zero mode. Numerical integration of ρ over both bands gives 0.360000.

The probability falls by r² per cell. For a cell length a = 5.0 Å, its decay length is

a/[2 ln(1/r)] = 4.89 Å = 9.25 bohr.

With t2 held at 1.0 eV, raising t1 from 0.3 to 0.6 to 0.9 eV lowers the weight from 0.91 to 0.64 to 0.19. The state spreads into the chain as the gap closes.

**What this means in a device calculation**

If a device site is joined to the end of this chain by a hopping τ, the elimination above gives it the self-energy τ² g(E), with a midgap pole of strength τ² w. With a numerical broadening η much smaller than B, the pole appears in the end-site density of states as

(w/π) η/(E² + η²).

An energy grid should resolve the width η. On a much coarser grid the integrated weight depends on where the points fall: it can be far too large if one lies on the pole, or nearly zero if none lies close to it.

The weight also sets how strongly the level responds to its surroundings. Adding a self-energy u on the end site changes g to g/(1 − u g), whose pole satisfies u g = 1. For |u| well below B this gives z ≈ w u:

- An end potential u = 0.10 eV should move the level to 0.064 eV. Diagonalisation gives 0.0638 eV. The small difference comes from the −c z term, which lowers the estimate by about 0.0002 eV.
- A contact with u = −iΓ/2 and Γ = 0.020 eV should give a level width wΓ = 0.0128 eV, which the complex eigenvalue confirms.

**What the model leaves out**

These hoppings are round values, not those of a particular material, and the strengths below are chosen to show scale. In a real contact the end site has different surroundings from the interior, so its potential differs and the level need not sit at midgap.

A second-neighbour hopping t′ > 0 shifts the level, to first order, by 2t′ Σ ψ(2m − 1)ψ(2m + 1) = −2t′r. For t′ = 0.05 eV this is −0.06 eV, in agreement with diagonalisation.

A finite chain of M cells that ends on a weak bond at both sides has two end states in the gap if r < M/(M + 1). For r closer to 1 the chain is too short to hold them. The right-hand one lives on even sites, with amplitude √w (−r)^(M−1) on site 2. H carries it to site 1 alone among the odd sites, since the two contributions cancel on the others. The coupling between the end states is thus w t1 r^(M−1) = w t2 r^M in size, and the levels split by about 2w t2 r^M when r^M is much smaller than 1. For M = 10 this is 0.0077 eV.

With the strengths chosen here, the largest of these corrections is electron repulsion; other values could change the order. To first order, a second electron in the end state costs

U Σ|ψ|⁴ = U w²/(1 − r⁴) = U(1 − r²)/(1 + r²) = 0.47 U.

An on-site repulsion U = 0.50 eV gives 0.24 eV. This is the separation between the energies for adding the first and the second electron to the end state. With the lower band filled and the same U on every site, particle-hole symmetry places these two energies equally far from the shifted midgap, U/2. Each is therefore displaced by about 0.12 eV, compared with 0.40 eV from midgap to a band edge. The midgap pole is therefore a one-electron result and should not be read as the energy for adding a second electron. The thermal energy at 300 K, 0.026 eV, is about 6% of that half gap.

The full set of values is in the numerical output below.

Computed results

```
hopping t1 (end bond) = 0.6 eV, t2 = 1.0 eV
cell length = 5.0 angstrom
ratio t1/t2 = 0.60
band edges |E| = 0.40 to 1.60 eV
full gap = 0.80 eV = 0.02940 hartree
pole weight, formula = 0.640000
pole weight, diagonalization = 0.640000
end-site weight in both bands, quadrature = 0.360000
sum of pole and band weights = 1.000000
band weight with t1 and t2 exchanged = 1.000000
weight in 0.4 to 1.0 eV: integral 0.1016, levels 0.1017
probability decay length = 4.894 angstrom = 9.248 bohr
zero-mode probability on site 1 = 0.64000
zero-mode probability on site 3 = 0.23040
zero-mode probability on site 5 = 0.08294
zero-mode probability on site 7 = 0.02986
largest |closed form - resolvent| = 4.3e-15 1/eV
Im g at z = 0.01i eV, long chain = -64.0056 1/eV
Im g at z = 0.01i eV, closed form = -64.0056 1/eV
Im g at z = 0.01i eV, wrong root = 0.0156 1/eV
z*g at z = 0.1i eV = 0.645492
z*g at z = 0.01i eV = 0.640056
z*g at z = 0.001i eV = 0.640001
t1/t2 = 0.3: zero-mode weight on site 1 = 0.910000
t1/t2 = 0.6: zero-mode weight on site 1 = 0.640000
t1/t2 = 0.9: zero-mode weight on site 1 = 0.190000
t1/t2 = 1.2: zero-mode weight on site 1 = 0.000000
end potential 0.10 eV: level 0.06377 eV, w*u = 0.06400 eV
contact width 0.020 eV: level width 0.012800 eV, w*Gamma = 0.012800 eV
second-neighbour hopping 0.05 eV: level -0.06000 eV
first-order second-neighbour shift = -0.06000 eV
10 cells: splitting 0.007741 eV, formula 0.007740 eV
sum of squared probabilities = 0.47059
repulsion U = 0.50 eV: first-order cost = 0.2353 eV
thermal energy at 300 K = 0.02585 eV, over half gap = 0.0646
```
